# Long-wave sound speed across a periodic layered medium: a numerical check

```python
"""
Result under test: for waves normal to the layers of a periodic medium,
    v = 1/sqrt(<rho> <1/C>)   in the limit of long waves,
where rho is density, C the elastic stiffness for the chosen polarization,
and < > the thickness average over one period d. Also tested: the first
dispersion correction, the two-layer form, and the finite-stack resonance.
State vector: (displacement u, stress s), u' = s/C, s' = -rho omega^2 u.
A layer is a tuple (thickness in m, density in kg/m^3, stiffness in Pa).
"""
import numpy as np
import mpmath as mp
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.constants import h as planck, k as boltzmann

nm, GPa, GHz = 1e-9, 1e9, 1e9


def layer_matrix(layer, omega):
    thick, rho, stiff = layer
    speed, imped = np.sqrt(stiff / rho), np.sqrt(stiff * rho)
    ph = omega * thick / speed
    return np.array([[np.cos(ph), np.sin(ph) / (omega * imped)],
                     [-omega * imped * np.sin(ph), np.cos(ph)]])


def period_matrix(layers, omega, spring=None):
    """spring: stiffness per area of an elastic joint after each layer."""
    total = np.eye(2)
    for layer in layers:
        total = layer_matrix(layer, omega) @ total
        if spring is not None:
            total = np.array([[1.0, 1.0 / spring], [0.0, 1.0]]) @ total
    return total


def bloch_speed(layers, omega, spring=None):
    """Phase speed omega/q in the first band, from the period matrix."""
    period = sum(x[0] for x in layers)
    half_trace = np.trace(period_matrix(layers, omega, spring)) / 2
    return omega * period / np.arccos(half_trace)


def mean_speed(layers, spring=None):
    """The derived long-wave formula, with optional elastic joints."""
    period = sum(x[0] for x in layers)
    mass = sum(x[0] * x[1] for x in layers)
    compliance = sum(x[0] / x[2] for x in layers)
    if spring is not None:
        compliance += len(layers) / spring
    return period / np.sqrt(mass * compliance)


# ---- Test: smooth profile, integrated as a differential equation ----
def rho_profile(z):
    return 1 + 0.6 * np.cos(2 * np.pi * z)


def compliance_profile(z):
    return np.exp(0.8 * np.sin(2 * np.pi * z))


def smooth_q_squared(omega):
    def rhs(z, y):
        s, r = compliance_profile(z), rho_profile(z) * omega**2
        return [s * y[1], -r * y[0], s * y[3], -r * y[2]]
    sol = solve_ivp(rhs, (0, 1), [1, 0, 0, 1], method="DOP853",
                    rtol=1e-12, atol=1e-14)
    return np.arccos((sol.y[0, -1] + sol.y[3, -1]) / 2)**2


smooth_product = quad(rho_profile, 0, 1)[0] * quad(compliance_profile, 0, 1)[0]
smooth_err = [smooth_q_squared(w) / w**2 / smooth_product - 1
              for w in (0.1, 0.2)]
assert abs(smooth_err[0]) < 1e-3
assert abs(smooth_err[1] / smooth_err[0] - 4) < 0.1   # error goes as omega^2

# ---- Test: fourth-order term, from matrix exponentials, 40 digits ----
mp.mp.dps = 40
trial = [(mp.mpf("0.7"), mp.mpf(3), mp.mpf(2)),
         (mp.mpf("1.1"), mp.mpf(1), mp.mpf(5))]
w = mp.mpf("0.001")
prod = mp.eye(2)
for t, r, c in trial:
    prod = mp.expm(mp.matrix([[0, t / c], [-r * w**2 * t, 0]])) * prod
q2_exact = mp.acos((prod[0, 0] + prod[1, 1]) / 2)**2
pa, pb = [w * t * mp.sqrt(r / c) for t, r, c in trial]
za, zb = [mp.sqrt(r * c) for t, r, c in trial]
kap = (za / zb + zb / za) / 2
fourth_exact = q2_exact - (pa**2 + pb**2 + 2 * kap * pa * pb)
fourth_formula = pa**2 * pb**2 * (kap**2 - 1) / 3
assert abs(fourth_exact / fourth_formula - 1) < 1e-4

# ---- Worked example: Mo/Si multilayer, rough typical values ----
mo = (2.8 * nm, 10200.0, 440 * GPa)
si = (4.1 * nm, 2300.0, 150 * GPa)
cell = [mo, si]
d = mo[0] + si[0]
f_mo, f_si = mo[0] / d, si[0] / d
mean_rho = f_mo * mo[1] + f_si * si[1]
mean_comp = f_mo / mo[2] + f_si / si[2]
v = 1 / np.sqrt(mean_rho * mean_comp)
v_mo, v_si = np.sqrt(mo[2] / mo[1]), np.sqrt(si[2] / si[1])
z_mo, z_si = mo[1] * v_mo, si[1] * v_si
v_ray = 1 / (f_mo / v_mo + f_si / v_si)
v_stiff = np.sqrt((f_mo * mo[2] + f_si * si[2]) / mean_rho)
kappa = (z_mo / z_si + z_si / z_mo) / 2
ta, tb = mo[0] / v_mo, si[0] / v_si
beta = (kappa**2 - 1) * (ta * tb)**2 / (
    6 * (ta**2 + tb**2 + 2 * kappa * ta * tb)**2)

# ---- Test: diagonalize a finely divided cell with Bloch boundaries ----
step = 0.05 * nm
n_mo, n_si = round(mo[0] / step), round(si[0] / step)
n_el = n_mo + n_si
el_rho = np.r_[np.full(n_mo, mo[1]), np.full(n_si, si[1])]
el_stiff = np.r_[np.full(n_mo, mo[2]), np.full(n_si, si[2])]
node_mass = step * (el_rho + np.roll(el_rho, 1)) / 2


def chain_mode(qd):
    """Lowest angular frequency, node displacements, element strains."""
    mat = np.zeros((n_el, n_el), complex)
    for j in range(n_el):
        nxt = (j + 1) % n_el
        phase = np.exp(1j * qd) if nxt == 0 else 1.0
        k = el_stiff[j] / step
        mat[j, j] += k
        mat[nxt, nxt] += k
        mat[j, nxt] -= k * phase
        mat[nxt, j] -= k * np.conj(phase)
    root = np.sqrt(node_mass)
    vals, vecs = np.linalg.eigh(mat / np.outer(root, root))
    u = vecs[:, 0] / root
    u_next = np.r_[u[1:], u[0] * np.exp(1j * qd)]
    return np.sqrt(vals[0]), u, (u_next - u) / step


def spread(x):
    return np.max(np.abs(x / np.mean(x) - 1))


om_small, u_small, strain_small = chain_mode(0.05)
om_twice, u_twice, strain_twice = chain_mode(0.10)
v_chain = om_small * d / 0.05
assert abs(v_chain / v - 1) < 1e-4
assert v_chain < min(v_mo, v_si) and v_chain < v_ray
stress_spread = [spread(el_stiff * strain_small),
                 spread(el_stiff * strain_twice)]
disp_spread = [spread(u_small), spread(u_twice)]
assert stress_spread[1] < 0.1 and disp_spread[1] < 0.1
assert abs(stress_spread[1] / stress_spread[0] - 2) < 0.05
assert abs(disp_spread[1] / disp_spread[0] - 2) < 0.05
strain_ratio = (np.mean(np.abs(strain_small[:n_mo]))
                / np.mean(np.abs(strain_small[n_mo:])))
assert abs(strain_ratio / (si[2] / mo[2]) - 1) < 0.01

# two-layer form: ray transit term plus impedance mismatch term
mismatch = (f_mo * f_si / (v_mo * v_si)
            * (np.sqrt(z_mo / z_si) - np.sqrt(z_si / z_mo))**2)
assert abs((1 / v_ray**2 + mismatch) * v_chain**2 - 1) < 2e-4

# dispersion coefficients of phase and group speed
om_disp = chain_mode(0.2)[0]
assert abs((1 - om_disp * d / 0.2 / v) / (beta * 0.04) - 1) < 0.02
group = (chain_mode(0.21)[0] - chain_mode(0.19)[0]) * d / 0.02
assert abs((1 - group / v) / (3 * beta * 0.04) - 1) < 0.03

# closed two-layer relation and first band edge
om_edge = brentq(lambda x: np.trace(period_matrix(cell, x)) / 2 + 1,
                 0.05 * np.pi * v / d, np.pi * v / d)
assert abs(chain_mode(np.pi)[0] / om_edge - 1) < 1e-3
om_mid = chain_mode(1.5)[0]
closed = (np.cos(om_mid * ta) * np.cos(om_mid * tb)
          - kappa * np.sin(om_mid * ta) * np.sin(om_mid * tb))
assert abs(closed - np.cos(1.5)) < 1e-3

# ---- Test: layer order is irrelevant for long waves ----
rng = np.random.default_rng(3)
many = [(rng.uniform(1, 5) * nm, rng.uniform(2e3, 1.2e4),
         rng.uniform(50, 450) * GPa) for _ in range(12)]
om_low = 2 * np.pi * 0.2 * GHz
for _ in range(4):
    order = rng.permutation(12)
    shuffled = [many[i] for i in order]
    assert abs(bloch_speed(shuffled, om_low) / mean_speed(many) - 1) < 1e-4

# ---- Test: equal impedances give the ray transit speed ----
matched = [(3 * nm, 2000.0, 200 * GPa), (4 * nm, 8000.0, 50 * GPa)]
ray_matched = 7 * nm / sum(t * np.sqrt(r / c) for t, r, c in matched)
assert abs(mean_speed(matched) / ray_matched - 1) < 1e-12
for freq in (1 * GHz, 100 * GHz):
    assert abs(bloch_speed(matched, 2 * np.pi * freq) / ray_matched - 1) < 1e-8

# ---- Finite stack with free ends: lowest resonance ----
n_per = 40


def end_stress(freq):
    stack = np.linalg.matrix_power(period_matrix(cell, 2 * np.pi * freq), n_per)
    return stack[1, 0]


f_guess = v / (2 * n_per * d)
f_res = brentq(end_stress, 0.5 * f_guess, 1.5 * f_guess)
assert abs(f_res / f_guess - 1) < 2e-4
q_res = 2 * np.pi * f_res / bloch_speed(cell, 2 * np.pi * f_res)
assert abs(n_per * q_res * d / np.pi - 1) < 1e-7

# ---- Neglected effects, for the numbers of the example ----
silicide = (1.0 * nm, 6000.0, 350 * GPa)
with_silicide = [(mo[0] - 1 * nm, mo[1], mo[2]), silicide,
                 (si[0] - 1 * nm, si[1], si[2]), silicide]
joint = 500 * GPa / nm
soft_si = [mo, (si[0], si[1], 0.9 * si[2])]
soft_rate, warming = 1e-4, 100.0
warm = [(t, r, c * (1 - soft_rate * warming)) for t, r, c in cell]
om_test = 2 * np.pi * 1 * GHz
assert abs(bloch_speed(with_silicide, om_test)
           / mean_speed(with_silicide) - 1) < 1e-5
assert abs(bloch_speed(cell, om_test, joint)
           / mean_speed(cell, joint) - 1) < 1e-5


def change(speed):
    return 100 * (speed / v - 1)


f_probe = 100 * GHz
v_probe = bloch_speed(cell, 2 * np.pi * f_probe)
series_drop = -100 * beta * (2 * np.pi * f_probe * d / v)**2
atom_gap = 0.3 * nm
half_ka = np.pi * f_probe * atom_gap / min(v_mo, v_si)
atomic = 100 * (np.sin(half_ka) / half_ka - 1)
f_one = brentq(lambda f: bloch_speed(cell, 2 * np.pi * f) / v - 0.99,
               10 * GHz, 0.9 * om_edge / (2 * np.pi))
f_edge = om_edge / (2 * np.pi)
f_thermal = boltzmann * 300 / planck
assert f_thermal > 5 * f_edge

# ---- Printed numbers ----
print(f"Mo: thickness {mo[0]/nm:.1f} nm, density {mo[1]:.0f} kg/m3, "
      f"stiffness {mo[2]/GPa:.0f} GPa")
print(f"Si: thickness {si[0]/nm:.1f} nm, density {si[1]:.0f} kg/m3, "
      f"stiffness {si[2]/GPa:.0f} GPa")
print(f"period d: {d/nm:.1f} nm; fractions Mo {f_mo:.4f}, Si {f_si:.4f}")
print(f"mean density: {mean_rho:.1f} kg/m3")
print(f"mean compliance: {mean_comp*GPa:.6f} 1/GPa")
print(f"inverse of mean compliance: {1/mean_comp/GPa:.1f} GPa")
print(f"Si share of compliance: {100*f_si/si[2]/mean_comp:.1f} %")
print(f"Mo share of mass: {100*f_mo*mo[1]/mean_rho:.1f} %")
print(f"long-wave speed v, formula: {v:.1f} m/s = {v/1000:.3f} nm/ps")
print(f"speed from diagonalized cell, qd=0.05: {v_chain:.1f} m/s")
print(f"speed in Mo: {v_mo:.0f} m/s; in Si: {v_si:.0f} m/s")
print(f"ray transit speed: {v_ray:.0f} m/s")
print(f"speed from mean stiffness: {v_stiff:.0f} m/s")
print(f"impedance Mo: {z_mo/1e6:.2f}, Si: {z_si/1e6:.2f} MPa s/m")
print(f"impedance ratio: {z_mo/z_si:.3f}; kappa: {kappa:.4f}")
print(f"strain ratio Mo/Si in mode: {strain_ratio:.4f}; "
      f"C_Si/C_Mo: {si[2]/mo[2]:.4f}")
print(f"stress spread at qd=0.05, 0.10: {100*stress_spread[0]:.2f}, "
      f"{100*stress_spread[1]:.2f} %")
print(f"displacement spread at qd=0.05, 0.10: {100*disp_spread[0]:.2f}, "
      f"{100*disp_spread[1]:.2f} %")
print(f"dispersion coefficient beta: {beta:.5f}")
print(f"stack: {n_per} periods, {n_per*d/nm:.0f} nm")
print(f"lowest free-free resonance: {f_res/GHz:.3f} GHz")
print(f"v/(2 N d): {f_guess/GHz:.3f} GHz")
print(f"round-trip time 1/f: {1e12/f_res:.2f} ps")
print(f"round trip by ray transit speed: {2e12*n_per*d/v_ray:.2f} ps")
print(f"first band edge: {f_edge/GHz:.1f} GHz; "
      f"v/(2d): {v/(2*d)/GHz:.1f} GHz")
print(f"frequency where phase speed is 1 % low: {f_one/GHz:.1f} GHz")
print(f"wavelength at that frequency: {0.99*v/f_one/nm:.1f} nm")
print(f"phase speed at {f_probe/GHz:.0f} GHz: {v_probe:.1f} m/s, "
      f"change {change(v_probe):.3f} %")
print(f"same change from beta term: {series_drop:.3f} %")
print(f"atomic discreteness at {f_probe/GHz:.0f} GHz "
      f"(spacing {atom_gap/nm:.1f} nm): {atomic:.4f} %")
print(f"silicide: two layers of {silicide[0]/nm:.1f} nm, "
      f"{silicide[1]:.0f} kg/m3, {silicide[2]/GPa:.0f} GPa")
print(f"v with silicide: {mean_speed(with_silicide):.0f} m/s, "
      f"change {change(mean_speed(with_silicide)):+.2f} %")
print(f"change of v, Si 10 % softer: {change(mean_speed(soft_si)):+.2f} %")
print(f"change of v, joints of {joint*nm/GPa:.0f} GPa/nm: "
      f"{change(mean_speed(cell, joint)):+.2f} %")
print(f"change of v, {warming:.0f} K warmer at {soft_rate:.0e} per K: "
      f"{change(mean_speed(warm)):+.2f} %")
print(f"thermal frequency kT/h at 300 K: {f_thermal/1e12:.2f} THz, "
      f"{f_thermal/f_edge:.1f} times band edge")
print(f"temperature where kT/h is the band edge: "
      f"{planck*f_edge/boltzmann:.1f} K")
print("all assertions hold")
```

Printed output:

```
Mo: thickness 2.8 nm, density 10200 kg/m3, stiffness 440 GPa
Si: thickness 4.1 nm, density 2300 kg/m3, stiffness 150 GPa
period d: 6.9 nm; fractions Mo 0.4058, Si 0.5942
mean density: 5505.8 kg/m3
mean compliance: 0.004884 1/GPa
inverse of mean compliance: 204.8 GPa
Si share of compliance: 81.1 %
Mo share of mass: 75.2 %
long-wave speed v, formula: 6098.4 m/s = 6.098 nm/ps
speed from diagonalized cell, qd=0.05: 6098.2 m/s
speed in Mo: 6568 m/s; in Si: 8076 m/s
ray transit speed: 7387 m/s
speed from mean stiffness: 6973 m/s
impedance Mo: 66.99, Si: 18.57 MPa s/m
impedance ratio: 3.607; kappa: 1.9420
strain ratio Mo/Si in mode: 0.3409; C_Si/C_Mo: 0.3409
stress spread at qd=0.05, 0.10: 3.33, 6.67 %
displacement spread at qd=0.05, 0.10: 3.01, 6.02 %
dispersion coefficient beta: 0.01320
stack: 40 periods, 276 nm
lowest free-free resonance: 11.047 GHz
v/(2 N d): 11.048 GHz
round-trip time 1/f: 90.52 ps
round trip by ray transit speed: 74.72 ps
first band edge: 331.2 GHz; v/(2d): 441.9 GHz
frequency where phase speed is 1 % low: 118.4 GHz
wavelength at that frequency: 51.0 nm
phase speed at 100 GHz: 6055.8 m/s, change -0.700 %
same change from beta term: -0.667 %
atomic discreteness at 100 GHz (spacing 0.3 nm): -0.0034 %
silicide: two layers of 1.0 nm, 6000 kg/m3, 350 GPa
v with silicide: 6456 m/s, change +5.86 %
change of v, Si 10 % softer: -4.22 %
change of v, joints of 500 GPa/nm: -5.45 %
change of v, 100 K warmer at 1e-04 per K: -0.50 %
thermal frequency kT/h at 300 K: 6.25 THz, 18.9 times band edge
temperature where kT/h is the band edge: 15.9 K
all assertions hold
```
